# Ionization Degree at Which Coulomb Exchange Rivals Elastic Cooling: verification in Python

```python
"""Ionization degree at which Coulomb energy exchange rivals elastic cooling.
Result under test:
  alpha = n_e/N = (2m/M) sigma_m eps^2 / (2 pi k^2 L)
m, M: electron and atom masses; sigma_m: momentum-transfer cross section;
eps: electron energy; k = e^2/(4 pi epsilon_0); L = ln(1+Lambda^2)/2;
Lambda = Debye length / b90, b90 = k/eps. SI units unless labelled.
The kinetic model uses speed v in units of the speed at the mean energy,
and r = alpha/alpha_star at fixed Coulomb logarithm.
"""
import numpy as np
from scipy import constants as c
from scipy.integrate import quad, solve_ivp, trapezoid, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import gamma

# Coulomb energy loss from two-electron trajectories (m = k = v = 1).
b90_model = 2.0


def transferred_fraction(b):
    start = 3000.0 * b90_model

    def motion(t, y):
        d = y[:2] - y[2:4]
        force = d / np.dot(d, d)**1.5
        return np.concatenate((y[4:], force, -force))

    y0 = np.array([-start, b, 0, 0, 1, 0, 0, 0], float)
    sol = solve_ivp(motion, (0, 2 * start), y0, method="DOP853",
                    rtol=1e-9, atol=1e-10)
    assert sol.success
    return np.sum(sol.y[6:8, -1]**2)


b_ratio_max = 6.0
s_max = np.log(1 + b_ratio_max**2)
nodes, weights = np.polynomial.legendre.leggauss(5)
loss_area = 0.0
for node, weight in zip(nodes, weights):
    s = 0.5 * s_max * (node + 1)
    b = b90_model * np.sqrt(np.expm1(s))
    loss_area += (0.5 * s_max * weight * np.pi * b90_model**2
                  * np.exp(s) * transferred_fraction(b))
formula_area = 2 * np.pi * b90_model**2 * 0.5 * s_max
coulomb_ratio = loss_area / formula_area
assert abs(coulomb_ratio - 1) < 0.01

# Elastic loss from laboratory velocities, anisotropic scattering.
m = c.m_e
M = 39.95 * c.atomic_mass
mass_factor = 2 * m / M


def elastic_loss(mu):
    center = m / (m + M)
    relative = M / (m + M)
    parallel = center + relative * mu
    perpendicular = relative * np.sqrt(1 - mu**2)
    return 1 - parallel**2 - perpendicular**2


loss_integral = quad(lambda x: elastic_loss(x) * (1 + 0.5*x), -1, 1)[0]
transfer_integral = quad(lambda x: (1-x) * (1 + 0.5*x), -1, 1)[0]
elastic_ratio = loss_integral / (mass_factor * transfer_integral)
assert abs(elastic_ratio - 1) < 1e-4

# Averages over an isotropic shell of field electrons.
for speed, shell in ((1.3, 0.7), (0.7, 1.3)):
    def inverse_g3(mu):
        return (speed**2 + shell**2 - 2*speed*shell*mu)**-1.5
    mean_g3 = 0.5 * quad(inverse_g3, -1, 1)[0]
    energy_rate = -(speed**2 - shell**2) * mean_g3
    expected_rate = -1/speed if speed > shell else 1/shell
    diffusion = 0.25 * shell**2 * quad(
        lambda x: (1-x*x) * inverse_g3(x), -1, 1)[0]
    expected_J = (shell**2/(3*speed) if speed > shell
                  else speed**2/(3*shell))
    assert abs(energy_rate - expected_rate) < 1e-8
    assert abs(speed**2 * diffusion - expected_J) < 1e-8

# Monte Carlo check of field heating against elastic cooling.
# Trial events occur at a constant rate; a trial is a real collision with
# probability speed/trial_rate. States just before trials sample time evenly.
rng = np.random.default_rng(42)
light_mass_ratio = 100.0
field_acceleration = 0.117
trial_rate = 4.0
particles = 3000
velocity = rng.normal(0, np.sqrt(1/3), (particles, 3))
samples = []
for step in range(4000):
    flight_time = rng.exponential(1/trial_rate, particles)
    velocity[:, 2] += field_acceleration * flight_time
    speed = np.sqrt(np.sum(velocity**2, axis=1))
    assert np.max(speed) < trial_rate
    if step >= 1500:
        samples.append(np.mean(speed**2))
    hit = rng.random(particles) < speed/trial_rate
    count = np.count_nonzero(hit)
    mu = rng.uniform(-1, 1, count)
    angle = rng.uniform(0, 2*np.pi, count)
    side = np.sqrt(1 - mu**2)
    direction = np.column_stack((side*np.cos(angle),
                                 side*np.sin(angle), mu))
    velocity[hit] = (velocity[hit] + light_mass_ratio
                     * speed[hit, None] * direction) / (1+light_mass_ratio)
mc_mean_square = np.mean(samples)
heating = field_acceleration**2 * light_mass_ratio / 3
druyvesteyn_mean = 2*np.sqrt(heating)*gamma(5/4)/gamma(3/4)
# The allowance covers the finite model mass ratio and sampling noise.
assert abs(mc_mean_square/druyvesteyn_mean - 1) < 0.03

# Nonlinear isotropic kinetic equation at fixed mean energy.
v = np.linspace(0.0045, 4.5, 1000)


def coulomb_integrals(f):
    I = cumulative_trapezoid(f*v**2, v, initial=0)
    inner = cumulative_trapezoid(f*v**4, v, initial=0)
    below = cumulative_trapezoid(f*v, v, initial=0)
    J = (inner/v + v**2*(below[-1] - below)) / 3
    return I, J


maxwell = np.exp(-1.5*v**2)
maxwell /= trapezoid(maxwell*v**2, v)
I_test, J_test = coulomb_integrals(maxwell)
assert np.max(np.abs(I_test - 3*v*J_test)) < 1e-4


def kinetic_solution(r, power=0):
    """Cross section proportional to energy**power; return f, h, shape."""
    sigma_shape = v**(2*power)
    f = maxwell.copy()
    for iteration in range(400):
        I, J = coulomb_integrals(f)

        def distribution(h):
            slope = ((sigma_shape*v**4 + r*I)
                     / (h*v/sigma_shape + r*J))
            g = np.exp(-cumulative_trapezoid(slope, v, initial=0))
            return g / trapezoid(g*v**2, v)

        h = brentq(lambda x: trapezoid(distribution(x)*v**4, v) - 1,
                   1e-6, 20)
        new = distribution(h)
        change = np.max(np.abs(new - f))
        f = 0.5*f + 0.5*new
        if change < 1e-7:
            break
    assert change < 1e-7
    shape = trapezoid(f*v**6, v) / trapezoid(f*v**4, v)**2
    return f, h, shape


_, h_zero, shape_zero = kinetic_solution(0)
druyvesteyn_shape = gamma(7/4)*gamma(3/4)/gamma(5/4)**2
maxwell_shape = trapezoid(maxwell*v**6, v)/trapezoid(maxwell*v**4, v)**2
assert abs(shape_zero - druyvesteyn_shape) < 2e-3
assert abs(maxwell_shape - 5/3) < 1e-3
f_three, h_three, _ = kinetic_solution(3)
h_power = trapezoid(f_three*v**5, v)/(2*trapezoid(f_three*v, v))
assert abs(h_three/h_power - 1) < 5e-3

r_values = np.logspace(-1, 3, 13)


def transition(power):
    start = kinetic_solution(0, power)[2]
    shapes = np.array([kinetic_solution(r, power)[2] for r in r_values])
    assert np.all(np.diff(shapes) > 0)
    middle = 0.5*(start + 5/3)
    assert shapes[0] < middle < shapes[-1]
    return np.exp(np.interp(middle, shapes, np.log(r_values))), shapes


r_half, shapes = transition(0)
r_half_rising, _ = transition(1)
assert abs(shapes[-1] - 5/3) < 0.02
# Local rate balance marks onset; reshaping the distribution takes more.
assert 1 < r_half < 40
shape_one = kinetic_solution(1)[2]

# Argon example, with rough round cross sections.
pressure_torr = 100.0
gas_temperature = 300.0
energy_ev = 1.0
sigma_m = 1.5e-20
N = pressure_torr*c.torr/(c.k*gas_temperature)
k_coulomb = c.e**2/(4*np.pi*c.epsilon_0)
T_ev = 2*energy_ev/3


def critical_ionization(loss_area, eps_ev, temperature_ev):
    """Equate Coulomb loss area times alpha to a given loss area."""
    b90 = k_coulomb/(eps_ev*c.e)

    def details(alpha):
        debye = np.sqrt(c.epsilon_0*temperature_ev*c.e
                        / (alpha*N*c.e**2))
        log_value = 0.5*np.log1p((debye/b90)**2)
        return debye, log_value, 2*np.pi*b90**2*log_value

    log_alpha = brentq(lambda x: np.exp(x)*details(np.exp(x))[2]
                       - loss_area, np.log(1e-14), np.log(0.1))
    alpha = np.exp(log_alpha)
    return (alpha, b90) + details(alpha)


alpha, b90, debye, log_value, sigma_E = critical_ionization(
    mass_factor*sigma_m, energy_ev, T_ev)
speed = np.sqrt(2*energy_ev*c.e/m)
nu_m = N*sigma_m*speed
nu_E = alpha*N*sigma_E*speed
field_td = sigma_m*2*energy_ev*np.sqrt(3*h_zero*m/M)/1e-21

# Sizes of neglected effects.
threshold_ev = 11.55
sigma_excitation = 1e-21


def inelastic_power_ratio(temperature):
    upper = threshold_ev + 40*temperature
    excitation = quad(lambda e: e*np.exp(-e/temperature),
                      threshold_ev, upper)[0]
    elastic = quad(lambda e: e**2*np.exp(-e/temperature),
                   0, 50*temperature)[0]
    return (sigma_excitation*threshold_ev*excitation
            / (mass_factor*sigma_m*elastic))


inelastic_share = inelastic_power_ratio(T_ev)
T_cross = brentq(lambda t: inelastic_power_ratio(t)-1, 0.4, 3)
tail_energy = 12.0
tail_alpha = critical_ionization(
    sigma_excitation*threshold_ev/tail_energy, tail_energy, T_ev)[0]
free_path = 1/(N*sigma_m)
relaxation_length = free_path*np.sqrt(M/(6*m))
log_cut = 0.5*np.log1p((min(debye, free_path)/b90)**2)
alpha_cut = alpha*log_value/log_cut
gas_share = 1.5*c.k*gas_temperature/(energy_ev*c.e)
molecular_area = 1e-20
molecular_quantum_ev = 0.3
impurity_limit = (mass_factor*sigma_m*energy_ev
                  / (molecular_area*molecular_quantum_ev))
wave_length = 2*c.hbar/(m*speed)
ion_share = alpha*np.pi*b90**2*log_value/sigma_m
plasma_density_cm3 = 1e11
plasma_alpha = plasma_density_cm3*1e6/N


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


show("Trajectory / formula Coulomb loss area", coulomb_ratio)
show("Kinematic / formula elastic loss", elastic_ratio)
show("Monte Carlo mean square speed", mc_mean_square, "model units")
show("Druyvesteyn mean square speed", druyvesteyn_mean, "model units")
show("Argon pressure", pressure_torr, "Torr")
show("Gas temperature", gas_temperature, "K")
show("Mean electron energy", energy_ev, "eV")
show("Equivalent electron temperature", T_ev, "eV")
show("Rough momentum-transfer cross section", sigma_m*1e4, "cm2")
show("Argon density", N*1e-6, "cm^-3")
show("Elastic factor 2m/M", mass_factor)
show("Electron speed at 1 eV", speed*100, "cm/s")
show("Neutral momentum-transfer frequency", nu_m, "s^-1")
show("Coulomb energy-exchange frequency at balance", nu_E, "s^-1")
show("Coulomb distance b90", b90*1e9, "nm")
show("Debye length at balance", debye*1e6, "um")
show("Coulomb logarithm L", log_value)
show("Coulomb energy-loss cross section", sigma_E*1e4, "cm2")
show("Critical ionization degree alpha_star", alpha)
show("Critical electron density", alpha*N*1e-6, "cm^-3")
show("Field coefficient h without Coulomb exchange", h_zero)
show("Reduced field without Coulomb exchange", field_td, "Td")
show("Druyvesteyn shape ratio", druyvesteyn_shape)
show("Shape ratio at alpha_star", shape_one)
show("Maxwellian shape ratio", maxwell_shape)
show("Shape ratio at 1000 alpha_star", shapes[-1])
show("Midpoint alpha/alpha_star, constant cross section", r_half)
show("Midpoint ionization degree, constant cross section", r_half*alpha)
show("Midpoint alpha/alpha_star, cross section proportional to energy",
     r_half_rising)
show("Rough plasma density for comparison", plasma_density_cm3, "cm^-3")
show("Its ionization degree", plasma_alpha)
show("Its alpha/alpha_star", plasma_alpha/alpha)
show("Gas thermal energy / electron mean energy", gas_share)
show("Excitation threshold", threshold_ev, "eV")
show("Rough excitation cross section", sigma_excitation*1e4, "cm2")
show("Inelastic / elastic power, Maxwellian at 1 eV mean",
     inelastic_share)
show("Electron temperature where these powers match", T_cross, "eV")
show("Tail test energy", tail_energy, "eV")
show("Ionization degree for Coulomb / excitation balance in tail",
     tail_alpha)
show("Assumed molecular loss cross section", molecular_area*1e4, "cm2")
show("Assumed molecular energy quantum", molecular_quantum_ev, "eV")
show("Molecular fraction matching elastic loss", impurity_limit)
show("Electron mean free path", free_path*1e6, "um")
show("Elastic energy-relaxation length", relaxation_length*100, "cm")
show("Critical ionization if Coulomb range stops at mean free path",
     alpha_cut)
show("Reduced relative de Broglie wavelength", wave_length*1e9, "nm")
show("Electron-ion / electron-neutral momentum transfer", ion_share)
print("tests ok")
```

Output:

```
Trajectory / formula Coulomb loss area: 0.9995
Kinematic / formula elastic loss: 1
Monte Carlo mean square speed: 1.013 model units
Druyvesteyn mean square speed: 0.9993 model units
Argon pressure: 100 Torr
Gas temperature: 300 K
Mean electron energy: 1 eV
Equivalent electron temperature: 0.6667 eV
Rough momentum-transfer cross section: 1.5e-16 cm2
Argon density: 3.219e+18 cm^-3
Elastic factor 2m/M: 2.746e-05
Electron speed at 1 eV: 5.931e+07 cm/s
Neutral momentum-transfer frequency: 2.864e+10 s^-1
Coulomb energy-exchange frequency at balance: 7.864e+05 s^-1
Coulomb distance b90: 1.44 nm
Debye length at balance: 62.16 um
Coulomb logarithm L: 10.67
Coulomb energy-loss cross section: 1.39e-12 cm2
Critical ionization degree alpha_star: 2.963e-09
Critical electron density: 9.536e+09 cm^-3
Field coefficient h without Coulomb exchange: 0.457
Reduced field without Coulomb exchange: 0.1302 Td
Druyvesteyn shape ratio: 1.371
Shape ratio at alpha_star: 1.402
Maxwellian shape ratio: 1.667
Shape ratio at 1000 alpha_star: 1.662
Midpoint alpha/alpha_star, constant cross section: 10.83
Midpoint ionization degree, constant cross section: 3.207e-08
Midpoint alpha/alpha_star, cross section proportional to energy: 34.64
Rough plasma density for comparison: 1e+11 cm^-3
Its ionization degree: 3.107e-08
Its alpha/alpha_star: 10.49
Gas thermal energy / electron mean energy: 0.03878
Excitation threshold: 11.55 eV
Rough excitation cross section: 1e-17 cm2
Inelastic / elastic power, Maxwellian at 1 eV mean: 0.01153
Electron temperature where these powers match: 0.9483 eV
Tail test energy: 12 eV
Ionization degree for Coulomb / excitation balance in tail: 0.001624
Assumed molecular loss cross section: 1e-16 cm2
Assumed molecular energy quantum: 0.3 eV
Molecular fraction matching elastic loss: 0.0001373
Electron mean free path: 20.71 um
Elastic energy-relaxation length: 0.2282 cm
Critical ionization if Coulomb range stops at mean free path: 3.303e-09
Reduced relative de Broglie wavelength: 0.3904 nm
Electron-ion / electron-neutral momentum transfer: 1.373e-05
tests ok
```
